# Surface Scattering in a 10 nm Square Copper Wire with Diffuse Walls

## Problem

A long copper wire has a square cross-section of side $d = 10$ nm. The bulk mean free path of its conduction electrons is given as $\lambda = 39$ nm, a room-temperature value. The walls are completely diffuse: an electron that leaves a wall keeps no memory of the drift it had before it struck.

Treat copper as a metal with a spherical Fermi surface. Scattering in the interior sends electrons into all directions with equal probability, with the same mean free path as in the bulk. Let $\rho$ be the resistivity of the wire and $\rho_0$ that of the bulk metal.

1. Derive the leading correction to $\rho/\rho_0$ for a wire much wider than $\lambda$.
2. What ratio does this leading formula give for the 10 nm wire?
3. The 10 nm wire is narrower than $\lambda$. Solve the same model without assuming a wide wire, and judge the answer to part 2.

## Solution

### The drift of the electrons

Let the wire and the electric field $E$ lie along $z$, and let the cross-section be $0<x<d$, $0<y<d$. An electron at the Fermi surface has speed $v$, direction $\mathbf n$ (a unit vector) and relaxation time $\tau=\lambda/v$. Its charge is $-e$.

Write the distribution as $f=f_0+f_1$, where $f_0$ is the equilibrium function of the energy $\varepsilon$ and $f_1$ is linear in $E$. The steady Boltzmann equation to first order in $E$ is

$$
v\,\mathbf n\cdot\nabla f_1 - eEv\,n_z\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau}.
$$

Isotropic scattering relaxes $f_1$ towards its average over directions. This average is zero here, because the field makes $f_1$ odd in $n_z$ while the wire looks the same along $+z$ and $-z$. No further term is therefore needed on the right.

Now set $f_1=eE\lambda\,(\partial f_0/\partial\varepsilon)\,g$, which defines a dimensionless drift function $g$. Substituting this and dividing by $eE\lambda v\,(\partial f_0/\partial\varepsilon)$ gives

$$
\mathbf n\cdot\nabla g=\frac{n_z-g}{\lambda}.
$$

In the bulk $g$ does not depend on position, so $g=n_z$. At a diffuse wall the departing electrons are spread without regard to their former direction. Their $g$ cannot depend on $n_z$, and since it must also be odd in $n_z$, it is zero.

Follow a straight path that starts at the wall, and let $s$ be the distance travelled. Then $dg/ds=(n_z-g)/\lambda$ with $g(0)=0$, whose solution is $g=n_z(1-e^{-s/\lambda})$. At a general point of the wire,

$$
g=n_z\left(1-e^{-L/\lambda}\right),
$$

where $L$ is the distance from that point back to the wall, against the direction $\mathbf n$. An electron that has just left a wall carries no drift, and it regains the bulk drift over a path of order $\lambda$.

### The conductivity

The current density along $z$ is proportional to $\langle n_z g\rangle$, where angle brackets denote the average over all directions. In the bulk this is $\langle n_z^2\rangle=1/3$, because $n_x^2+n_y^2+n_z^2=1$ and the three averages are equal. Let a bar denote the average over the cross-section. The conductivity $\sigma=1/\rho$ of the wire, relative to the bulk value $\sigma_0$, is

$$
\frac{\sigma}{\sigma_0}=3\left\langle n_z^2\left(1-\overline{e^{-L/\lambda}}\right)\right\rangle .
\tag{1}
$$

The subtracted term is the current lost to the walls.

If the walls were perfect mirrors, a reflection would reverse $n_x$ or $n_y$ and leave $n_z$ alone. The bulk solution $g=n_z$ would then hold everywhere, and $\rho$ would equal $\rho_0$. The walls add resistance in this model because they destroy the drift along the wire, not merely because electrons strike them.

### Part 1: the wide wire

Let $\kappa=\lambda/d$, and first take $\kappa\ll1$. For a given direction, one wall of each opposite pair emits the electrons. If $n_x>0$ it is the wall $x=0$, and the distance back to it is $x/|n_x|$. The cross-section average of its exponential is

$$
\frac1d\int_0^d e^{-x/(\lambda|n_x|)}\,dx
=\kappa|n_x|\left(1-e^{-d/(\lambda|n_x|)}\right)\simeq\kappa|n_x| .
$$

The last exponential is negligible because $d\gg\lambda$ and $|n_x|\le1$. For $n_x<0$ the emitting wall is $x=d$, and measuring the distance from that wall gives the same value. The other pair of walls gives $\kappa|n_y|$.

The true $L$ is the smaller of the two distances, so $e^{-L/\lambda}$ is the larger of the two exponentials. Their sum is too large by the smaller exponential. That one matters only where a point is within about $\lambda$ of both emitting walls, which is a corner region whose share of the area is of order $\kappa^2$. To first order, then,

$$
\overline{e^{-L/\lambda}}=\kappa\left(|n_x|+|n_y|\right).
$$

For the average over directions, take $x$ as the polar axis and write $c=n_x$. Then $n_z^2=(1-c^2)\cos^2\psi$, where $\psi$ is the azimuth about $x$, and $\cos^2\psi$ averages to $1/2$. Since $c$ is uniformly distributed between $-1$ and $1$,

$$
\langle n_z^2|n_x|\rangle=\frac12\int_{-1}^{1}|c|\,\frac{1-c^2}{2}\,dc
=\int_0^1\frac{c-c^3}{2}\,dc=\frac12\left(\frac12-\frac14\right)=\frac18 .
$$

By symmetry $\langle n_z^2|n_y|\rangle=1/8$ as well. With the factor 3 in equation (1), each pair of walls removes $3\kappa/8$ of the bulk conductivity, and the two pairs together remove twice that:

$$
\frac{\sigma}{\sigma_0}=1-\frac34\kappa+O(\kappa^2).
$$

The resistivity ratio is the inverse. Because $1/(1-u)=1+u+O(u^2)$,

$$
\frac{\rho}{\rho_0}=1+\frac34\,\frac{\lambda}{d}+O(\kappa^2).
\tag{2}
$$

The leading surface-scattering formula consists of the first two terms.

### Part 2: the 10 nm wire

The ratio of lengths is $\kappa=39/10=3.9$. One pair of walls adds $0.375\times3.9=1.4625$ in units of $\rho_0$, and both pairs add $0.75\times3.9=2.925$. The leading formula therefore gives

$$
\frac{\rho}{\rho_0}=1+2.925=3.925\approx3.9 .
$$

This ratio is close to $\lambda/d$ itself, but that is an accident of the chosen size. The equation $1+3\kappa/4=\kappa$ has the solution $\kappa=4$, and the present wire happens to lie near it. The resistivity ratio is not equal to $\lambda/d$ in general.

The number 3.9 is what the leading formula yields when it is carried outside the range in which it was derived. The derivation neglected $e^{-d/(\lambda|n_x|)}$ and the corner overlap, and neither is small when $d$ is about a quarter of $\lambda$. A plain warning comes from the conductivity. Its first-order form would give $1-2.925=-1.925$, a negative conductivity, although it agrees with equation (2) to first order in $\kappa$. The negative value rules out the conductivity form at $\kappa=3.9$, but the first-order calculation alone cannot say how accurate the resistivity form is there, so the model has to be solved for any width.

### Part 3: the same model for any width

Equation (1) does not assume a wide wire. What remains is to average over the cross-section without approximation.

Fix a direction and write $a=|n_x|$ and $b=|n_y|$. Measure $x$ and $y$ from the two emitting walls. For a point chosen at random in the square, each is uniformly distributed between $0$ and $d$. The distance $L$ exceeds $s$ if both $x>as$ and $y>bs$. The probability of this is

$$
P(L>s)=\left(1-\frac{as}{d}\right)\left(1-\frac{bs}{d}\right)
\quad\text{for}\quad s<\frac{d}{\max(a,b)},
$$

and zero for larger $s$. The factor needed in equation (1) can be written as

$$
1-e^{-L/\lambda}=\int_0^L e^{-s/\lambda}\,\frac{ds}{\lambda}.
$$

A given $s$ contributes to this integral if $L>s$. Averaging over the cross-section therefore weights each $s$ with $P(L>s)$. With $t=s/\lambda$, so that $as/d=\kappa at$,

$$
\frac{\sigma}{\sigma_0}=3\left\langle n_z^2\int_0^{1/[\kappa\max(a,b)]}
e^{-t}(1-\kappa at)(1-\kappa bt)\,dt\right\rangle .
\tag{3}
$$

This is the full solution of the stated model for every $\kappa$.

**Wide wires again.** The upper limit in equation (3) is at least $1/\kappa$. For small $\kappa$ it can be moved to infinity with an exponentially small error. The integrals of $e^{-t}$, $te^{-t}$ and $t^2e^{-t}$ from zero to infinity are $1$, $1$ and $2$, so the integral over $t$ becomes $1-\kappa(a+b)+2\kappa^2ab$. The linear term reproduces part 1.

The quadratic term needs $\langle n_z^2ab\rangle$. With $z$ as polar axis, $n_z=\cos\theta$ and $ab=\sin^2\theta\,|\cos\varphi\sin\varphi|$. The two angular averages separate:

$$
\int_0^1u^2(1-u^2)\,du=\frac13-\frac15=\frac2{15},
\qquad
\overline{|\cos\varphi\sin\varphi|}=\frac12\,\overline{|\sin2\varphi|}=\frac1\pi ,
$$

where $u=\cos\theta$ and the bar in the second formula is an average over $\varphi$. Hence $\langle n_z^2ab\rangle=2/(15\pi)$. Multiplying by $3\times2$ gives

$$
\frac{\sigma}{\sigma_0}\simeq1-\frac34\kappa+\frac{4}{5\pi}\kappa^2 .
$$

The last coefficient is $0.2546$. It is positive because adding the losses at two neighbouring walls counts the corner loss twice, and this term corrects the excess.

To invert, put $u=\frac34\kappa-\frac{4}{5\pi}\kappa^2$ in $1/(1-u)=1+u+u^2+\dots$ and keep terms up to $\kappa^2$:

$$
\frac{\rho}{\rho_0}=1+\frac34\kappa+\left(\frac9{16}-\frac4{5\pi}\right)\kappa^2+O(\kappa^3).
$$

The new coefficient is $0.5625-0.2546=0.3079$. It is positive, so the leading resistivity formula is too low for a wide wire. At $\kappa=0.1$ the quadratic term adds $0.0031$, which raises the leading value $1.0750$ to $1.0781$, in agreement with equation (3).

**Very narrow wires.** In the opposite limit, $\kappa\gg1$, put $t=w/\kappa$ in equation (3). The exponential tends to 1 and

$$
\frac{\sigma}{\sigma_0}\to\frac{3}{\kappa}\left\langle n_z^2\int_0^{1/\max(a,b)}(1-aw)(1-bw)\,dw\right\rangle .
$$

The average is a positive number independent of $\kappa$. It is finite because the integral is at most $1/\max(a,b)\le\sqrt2/\sin\theta$, while the element of solid angle carries a factor $\sin\theta$. Thus $\rho/\rho_0$ becomes proportional to $\lambda/d$ in the limit of very large $\kappa$. The leading resistivity formula also grows linearly, so it shares this dependence on $\lambda/d$, whereas the first-order conductivity has become negative. The slope of the leading formula was derived for wide wires, however, and it is not the right slope here. With $M=\max(a,b)$ and $m=\min(a,b)$ the integral over $w$ is $1/(2M)-m/(6M^2)$. By symmetry take $0<\varphi<\pi/4$, where $M=\sin\theta\cos\varphi$ and $m=\sin\theta\sin\varphi$. The polar average gives $\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi/4$, and the azimuthal average gives $(4/\pi)\left[\frac12\ln(1+\sqrt2)-\frac16(\sqrt2-1)\right]$. Multiplying these by 3 gives $\sigma/\sigma_0\to1.115/\kappa$, or $\rho/\rho_0\to0.897\,\kappa$. The slope $0.75$ is 16% below this, so the error of the leading formula tends to $-16\%$ for very narrow wires and does not grow without bound. The limit is approached slowly: at $\kappa=3.9$ it gives $3.5$, well below the value found next. The ratio for a given narrow wire has to be found from equation (3).

**The 10 nm wire.** Numerical evaluation of equation (3) at $\kappa=3.9$ gives $\sigma/\sigma_0=0.2112$, and therefore

$$
\frac{\rho}{\rho_0}=\frac1{0.2112}\approx4.7 .
$$

A random sampling of electron flights provides a separate check. Choose a point and a direction at random, and let the electron fly until its first collision, in the interior or at a wall. If the wall ahead is at distance $L'$, the mean length of the flight is

$$
\int_0^{L'}e^{-s/\lambda}\,ds=\lambda\left(1-e^{-L'/\lambda}\right),
$$

since $e^{-s/\lambda}$ is the probability of reaching $s$ without an interior collision. Reversing $\mathbf n$ turns the distance ahead into the distance back and leaves $n_z^2$ unchanged. Three times the average of $n_z^2$ times the flight length, divided by $\lambda$, is therefore $\sigma/\sigma_0$. The sampling gives $0.2113$ with a standard error of $0.0002$, in agreement with equation (3).

### Reading the result

The leading formula gives $3.925$ and the full solution of the same model gives $4.735$. The leading value is 17% low, relative to the full solution. The comparison for several widths, all with $\lambda=39$ nm, is:

| $d$ (nm) | Leading $\rho/\rho_0$ | Full $\rho/\rho_0$ | Error of leading formula |
|---:|---:|---:|---:|
| 1000 | 1.029 | 1.030 | −0.05% |
| 390 | 1.075 | 1.078 | −0.3% |
| 100 | 1.293 | 1.336 | −3.3% |
| 39 | 1.750 | 1.933 | −9.5% |
| 10 | 3.925 | 4.735 | −17.1% |

The formula is low at every listed width. Its error is a few per cent at 100 nm and nearly a tenth when the width equals the mean free path.

The answer to part 2 is thus a ratio of about 3.9 from the leading formula, to be read as an estimate. The answer to part 3 is about 4.7 for the stated model. Neither is a prediction for a manufactured copper line. The model leaves out grain boundaries, liners, the detailed shape of the walls, the true Fermi surface of copper and the quantization of electron motion across the wire. It also assumes that the interior of the wire scatters electrons just as bulk copper does.

The values used here are listed in the numerical output below.

## Table of computed values

```
mean free path lambda: 39.0 nm
wire side d: 10.0 nm
lambda/d: 3.900 (no unit)
coefficient from one pair of walls: 0.3750 (no unit)
coefficient from both pairs: 0.7500 (no unit)
added part from one pair: 1.4625 (units of rho0)
added part from both pairs: 2.9250 (units of rho0)
leading formula rho/rho0: 3.925 (no unit)
lambda/d at which leading ratio equals lambda/d: 4.000 (no unit)
truncated conductivity 1-(3/4)lambda/d: -1.925 (no unit)
corner coefficient in sigma/sigma0: 0.2546 (no unit)
second-order coefficient in rho/rho0: 0.3079 (no unit)
full model sigma/sigma0: 0.2112 (no unit)
full model rho/rho0: 4.735 (no unit)
random-flight sigma/sigma0: 0.2113 +/- 0.0002 (no unit)
random-flight rho/rho0: 4.734 (no unit)
leading formula relative to full model: -17.1 %
width in nm | lambda/d | leading rho/rho0 | full rho/rho0 | error in %
  1000 | 0.039 | 1.0292 | 1.0297 | -0.05
   390 | 0.100 | 1.0750 | 1.0781 | -0.29
   100 | 0.390 | 1.2925 | 1.3362 | -3.27
    39 | 1.000 | 1.7500 | 1.9328 | -9.46
    10 | 3.900 | 3.9250 | 4.7350 | -17.11
```
